# Omitting the surface term in a one-dimensional APW+lo Hamiltonian: verification in Python

```python
"""APW+lo in one dimension: what happens when the surface term is omitted.

Result under test: with kinked basis functions the region-by-region matrix
  M_ij = sum over regions of integral phi_i^* (-1/2 phi_j'' + V phi_j)
is non-Hermitian. The correct matrix is H = M + S, where
  S_ij = -1/2 sum_s phi_i^*(s) [phi_j'(s+) - phi_j'(s-)],  s = -R, +R.
The Hermitian part of M has spurious low levels that fall with the cutoff.
Symbols: a cell length, R half-width of the atomic interval, V0 well depth,
El energy parameter, K = k + 2 pi n/a, u even/odd solutions at El,
lo local orbitals, A matching coefficients. Hartree atomic units.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.linalg import eig, eigh
from scipy.optimize import brentq

a, R, V0, El = 6.0, 1.0, 1.0, -0.5
k = np.pi / (2 * a)
q = np.sqrt(2 * (El + V0))
hartree_ev = physical_constants["Hartree energy in eV"][0]


def u_functions(x):
    return np.array([np.cos(q * x), np.sin(q * x)])


def energy_derivatives(x):
    return np.array([-x * np.sin(q * x) / q, x * np.cos(q * x) / q])


uR = u_functions(R)
mix = energy_derivatives(R) / uR
u_slope = np.array([-q * np.sin(q * R), q * np.cos(q * R)])
udot_slope = np.array([
    -(np.sin(q * R) + q * R * np.cos(q * R)) / q,
    (np.cos(q * R) - q * R * np.sin(q * R)) / q])
lo_slope = udot_slope - mix * u_slope


def local_orbitals(x):
    return energy_derivatives(x) - mix[:, None] * u_functions(x)


nodes, weights = np.polynomial.legendre.leggauss(60)
x_in, w_in = R * nodes, R * weights
x_out = a / 2 + (a / 2 - R) * nodes
w_out = (a / 2 - R) * weights
u_in, lo_in = u_functions(x_in), local_orbitals(x_in)
norm_u = (u_in**2) @ w_in
u_lo = (u_in * lo_in) @ w_in
norm_lo = (lo_in**2) @ w_in


def wave_data(nmax):
    K = k + 2 * np.pi * np.arange(-nmax, nmax + 1) / a
    A = np.array([np.cos(K * R) / uR[0],
                  1j * np.sin(K * R) / uR[1]]) / np.sqrt(a)
    return K, A


def matrices(nmax):
    """Overlap O, region-by-region matrix M and surface matrix S."""
    K, A = wave_data(nmax)
    n = len(K)
    diff = K[None, :] - K[:, None]
    theta = np.eye(n) - 2 * R / a * np.sinc(diff * R / np.pi)
    O, M, S = (np.zeros((n + 2, n + 2), complex) for _ in range(3))
    inside = (A.conj().T * norm_u) @ A
    O[:n, :n] = theta + inside
    M[:n, :n] = K[None, :]**2 / 2 * theta + El * inside
    S[:n, :n] = ((A.conj().T * (uR * u_slope)) @ A
                 + K[None, :] * np.sin(diff * R) / a)
    for p in range(2):
        j = n + p
        O[:n, j] = A[p].conj() * u_lo[p]
        O[j, :n] = A[p] * u_lo[p]
        O[j, j] = norm_lo[p]
        M[:n, j] = A[p].conj() * (El * u_lo[p] + norm_u[p])
        M[j, :n] = A[p] * El * u_lo[p]
        M[j, j] = El * norm_lo[p] + u_lo[p]
        S[:n, j] = A[p].conj() * uR[p] * lo_slope[p]
    return O, M, S


def quadrature_matrices(nmax):
    """Overlap, strong-form and gradient-form matrices from function values."""
    K, A = wave_data(nmax)

    def inner(x):
        return np.vstack([A.T @ u_functions(x), local_orbitals(x)])

    def outer(x):
        waves = np.exp(1j * np.outer(K, x)) / np.sqrt(a)
        return np.vstack([waves, np.zeros((2, len(x)))])

    size, h = len(K) + 2, 2e-3
    O, strong, weak = (np.zeros((size, size), complex) for _ in range(3))
    for f, x, w, V in ((inner, x_in, w_in, -V0), (outer, x_out, w_out, 0.0)):
        f0, fp, fm = f(x), f(x + h), f(x - h)
        fpp, fmm = f(x + 2 * h), f(x - 2 * h)
        d1 = (-fpp + 8 * fp - 8 * fm + fmm) / (12 * h)
        d2 = (-fpp + 16 * fp - 30 * f0 + 16 * fm - fmm) / (12 * h**2)
        O += (f0.conj() * w) @ f0.T
        strong += (f0.conj() * w) @ (-d2 / 2 + V * f0).T
        weak += (d1.conj() * w) @ d1.T / 2 + V * (f0.conj() * w) @ f0.T
    return O, strong, weak


# Matrix formulas against quadrature of the definitions.
n_small = 3
O, M, S = matrices(n_small)
Oq, Mq, Hq = quadrature_matrices(n_small)
assert np.allclose(O, Oq, atol=1e-9)
assert np.allclose(M, Mq, atol=1e-7)
assert np.allclose(M + S, Hq, atol=1e-7)
assert np.allclose(norm_u, -uR * lo_slope, atol=1e-12)
K, A = wave_data(n_small)
nK = len(K)
anti = Mq - Mq.conj().T
anti_waves = (-(K[:, None] + K[None, :])
              * np.sin((K[None, :] - K[:, None]) * R) / a)
assert np.allclose(anti[:nK, :nK], anti_waves, atol=1e-7)
assert np.allclose(anti[:nK, nK:], A.conj().T * norm_u, atol=1e-7)
assert np.max(abs(anti)) > 0.01


# Reference levels from the transfer matrix of the same potential.
def transfer(E, V, length):
    p = np.sqrt(2 * (E - V) + 0j)
    s = length * np.sinc(p * length / np.pi)
    c = np.cos(p * length)
    return np.array([[c, s], [-p**2 * s, c]])


def bloch_condition(E):
    cell = transfer(E, 0.0, a - 2 * R) @ transfer(E, -V0, 2 * R)
    return np.trace(cell).real / 2 - np.cos(k * a)


grid = np.linspace(-0.999, 5.0, 2500)
values = [bloch_condition(E) for E in grid]
reference = np.array([
    brentq(bloch_condition, grid[i], grid[i + 1], xtol=1e-13)
    for i in range(len(grid) - 1) if values[i] * values[i + 1] < 0])[:5]
assert len(reference) == 5

# Correct and symmetrized spectra for nested bases.
cutoffs = [2, 3, 4, 5, 6, 7]
correct, symmetrized, smallest_overlap = [], [], []
for nmax in cutoffs:
    O, M, S = matrices(nmax)
    H = M + S
    H = (H + H.conj().T) / 2
    Hs = (M + M.conj().T) / 2
    levels, vectors = eigh(H, O)
    wrong = eigh(Hs, O, eigvals_only=True)
    correct.append(levels)
    symmetrized.append(wrong)
    smallest_overlap.append(np.linalg.eigvalsh(O)[0])
    D = Hs - H
    inertia = np.linalg.eigvalsh(D)
    threshold = 1e-10 * np.max(abs(inertia))
    n_negative = int(np.sum(inertia < -threshold))
    n_positive = int(np.sum(inertia > threshold))
    assert n_negative == 2 and n_positive == 2
    count = min(6, len(levels) - 2)
    assert np.all(wrong[2:2 + count] >= levels[:count] - 1e-5)
    assert np.all(wrong[:count] <= levels[2:2 + count] + 1e-5)

good, bad = correct[-1], symmetrized[-1]
assert abs(good[0] - reference[0]) < 1e-4
assert np.max(abs(good[:3] - reference[:3])) < 1e-2
assert np.all(good[:3] >= reference[:3] - 1e-6)
lowest_wrong = np.array([levels[0] for levels in symmetrized])
assert np.all(np.diff(lowest_wrong) < 1e-6)
assert bad[0] < reference[0] - 0.1
ground = vectors[:, 0]
first_order = (ground.conj() @ D @ ground).real
assert abs(first_order) < 0.1 * abs(bad[0] - good[0])

# Explicit boundary-layer trial function at k = 0.
t = Polynomial([0, 1])
inside_norm = norm_u[0] / uR[0]**2
trial_rows = []
for width in (0.5, 0.1, 0.02):
    slope = 15 / (4 * width)
    psi = 1 - slope * t * (1 - t / width)**2
    kinetic = (-0.5 * psi * psi.deriv(2)).integ()
    change = 2 * (kinetic(width) - kinetic(0))
    assert np.isclose(change, -15 / (8 * width), rtol=1e-9)
    density = (psi**2).integ()
    norm = (inside_norm + a - 2 * R - 2 * width
            + 2 * (density(width) - density(0)))
    trial_rows.append((width, (El * inside_norm + change) / norm))
assert trial_rows[2][1] < trial_rows[1][1] < trial_rows[0][1]

# Printed worked example.
print(f"a = {a:.1f} bohr, R = {R:.1f} bohr, k = {k:.6f} 1/bohr")
print(f"V0 = {V0:.1f} hartree, energy parameter El = {El:.1f} hartree")
print(f"inside wave number q = {q:.6f} 1/bohr")
O, M, S = matrices(n_small)
i, j, l = n_small, n_small + 1, nK
print(f"K(n=0), K(n=1) = {K[i]:.6f}, {K[j]:.6f} 1/bohr")
print("Elements: n=0,1 are APWs; lo is the unnormalized even orbital")
print("APW-APW elements in hartree; APW-lo in model units")
for name, r, c in (("0,1", i, j), ("1,0", j, i),
                   ("0,lo", i, l), ("lo,0", l, i)):
    print(f"({name}): M = {M[r, c].real:.6f}, S = {S[r, c].real:.6f}, "
          f"M+S = {(M + S)[r, c].real:.6f}")
print(f"Levels at nmax = {cutoffs[-1]}, in hartree:")
print("level  reference  correct APW+lo  symmetrized  sym-reference")
for n in range(5):
    print(f"{n + 1}  {reference[n]:.6f}  {good[n]:.6f}  {bad[n]:.6f}  "
          f"{bad[n] - reference[n]:.6f}")
print(f"lowest reference level = {reference[0] * hartree_ev:.4f} eV")
print(f"lowest symmetrized level = {bad[0] * hartree_ev:.4f} eV")
print(f"lowest-level error = {(bad[0]-reference[0])*hartree_ev:.4f} eV")
print(f"first-order shift of correct state = {first_order:.3e} hartree")
print(f"negative, positive directions of D = {n_negative}, {n_positive}")
print("Cutoff study, energies in hartree:")
print("nmax  basis size  correct E1  sym E1  sym E2  sym E3  min overlap")
for nmax, c, s, o in zip(cutoffs, correct, symmetrized, smallest_overlap):
    print(f"{nmax}  {len(c)}  {c[0]:.6f}  {s[0]:.5f}  {s[1]:.5f}  "
          f"{s[2]:.5f}  {o:.2e}")
raw = eig(M, O, right=False)
raw = raw[np.argsort(raw.real)]
print(f"Unsymmetrized M at nmax = {n_small}, eigenvalues in hartree:")
for n in range(4):
    print(f"{n + 1}: real = {raw[n].real:.5f}, imaginary = {raw[n].imag:.5f}")
print("Boundary-layer trial at k = 0:")
for width, energy in trial_rows:
    print(f"w = {width:.2f} bohr, symmetrized energy = {energy:.5f} hartree")
print("all assertions hold")
```

Printed output:

```
a = 6.0 bohr, R = 1.0 bohr, k = 0.261799 1/bohr
V0 = 1.0 hartree, energy parameter El = -0.5 hartree
inside wave number q = 1.000000 1/bohr
K(n=0), K(n=1) = 0.261799, 1.308997 1/bohr
Elements: n=0,1 are APWs; lo is the unnormalized even orbital
APW-APW elements in hartree; APW-lo in model units
(0,1): M = -0.356028, S = 0.150799, M+S = -0.205229
(1,0): M = -0.129303, S = -0.075926, M+S = -0.205229
(0,lo): M = 0.393830, S = -1.061670, M+S = -0.667840
(lo,0): M = -0.667840, S = 0.000000, M+S = -0.667840
Levels at nmax = 7, in hartree:
level  reference  correct APW+lo  symmetrized  sym-reference
1  -0.603912  -0.603912  -20.274076  -19.670164
2  0.107609  0.107637  -15.481868  -15.589476
3  0.568536  0.569310  0.292881  -0.275655
4  1.372453  1.381725  0.330186  -1.042267
5  2.463895  2.517064  1.279648  -1.184247
lowest reference level = -16.4333 eV
lowest symmetrized level = -551.6857 eV
lowest-level error = -535.2524 eV
first-order shift of correct state = 1.236e-03 hartree
negative, positive directions of D = 2, 2
Cutoff study, energies in hartree:
nmax  basis size  correct E1  sym E1  sym E2  sym E3  min overlap
2  7  -0.601738  -1.49507  -0.49230  0.37820  1.15e-02
3  9  -0.603706  -2.94178  -1.73675  0.33445  8.32e-03
4  11  -0.603892  -5.35573  -3.90344  0.31800  1.49e-03
5  13  -0.603910  -8.94996  -6.98235  0.30923  1.80e-04
6  15  -0.603911  -13.90545  -10.85465  0.30165  2.09e-05
7  17  -0.603912  -20.27408  -15.48187  0.29288  2.39e-06
Unsymmetrized M at nmax = 3, eigenvalues in hartree:
1: real = -0.33282, imaginary = 0.28251
2: real = -0.33282, imaginary = -0.28251
3: real = 0.20667, imaginary = -0.00000
4: real = 0.89313, imaginary = 0.00000
Boundary-layer trial at k = 0:
w = 0.50 bohr, symmetrized energy = -0.73499 hartree
w = 0.10 bohr, symmetrized energy = -2.39079 hartree
w = 0.02 bohr, symmetrized energy = -10.73730 hartree
all assertions hold
```
